# Separating Displacement and Ohmic Currents from Two Ramp Rates: test program

```python
"""
Result under test: at equal voltage V and two ramp rates r1, r2,
    C = (I1-I2)/(r1-r2),  I_ohm = (r1*I2-r2*I1)/(r1-r2),  G = I_ohm/V,
for a capacitor with I = C*r + G*V and no polarization switching.
I: current, r = dV/dt: signed ramp rate, C: differential capacitance,
G: conductance. Calculations use SI units; printed units are labelled.
Series resistance, dielectric relaxation and switching are tested as
departures from the ideal model. All device parameters are model inputs.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp


def separate(i1, i2, r1, r2):
    """Return differential capacitance and conduction current."""
    return (i1 - i2) / (r1 - r2), (r1 * i2 - r2 * i1) / (r1 - r2)


def circuit_current(cap, cond, resistance, rate, v_end, v_start=0.0):
    """Integrate the voltage drop across a series resistor during a ramp."""
    duration = (v_end - v_start) / rate

    def drop_rate(t, drop):
        film_voltage = v_start + rate * t - drop
        return rate - (drop / resistance - cond * film_voltage) / cap

    sol = solve_ivp(drop_rate, (0, duration), [0.0], method="Radau",
                    rtol=1e-8, atol=1e-12)
    assert sol.success
    return sol.y[0, -1] / resistance


def ramp_current(charge, conduction, voltage, rate):
    """Differentiate charge in time on an actual ramp, then add conduction."""
    t = voltage / rate
    h = 1e-4 / abs(rate)
    displacement = (charge(rate * (t + h)) - charge(rate * (t - h))) / (2 * h)
    return displacement + conduction(voltage)


# Model readings and geometry
r1, r2, r3 = 100.0, 400.0, 200.0
voltage, half_voltage = 1.0, 0.5
i1, i2 = 45.0e-9, 120.0e-9
i1_half, i2_half = 35.0e-9, 110.0e-9
u_reading = 0.1e-9
area, thickness = 1e-8, 10e-9

cap, i_ohm = separate(i1, i2, r1, r2)
cond = i_ohm / voltage
cap_half, i_ohm_half = separate(i1_half, i2_half, r1, r2)
cond_half = i_ohm_half / half_voltage
permittivity = cap * thickness / (epsilon_0 * area)
conductivity = cond * thickness / area
equal_rate = cond * voltage / cap

# Time integration with a small series resistor must reproduce all readings.
r_small = 1e4
for v, rate, reading in [(voltage, r1, i1), (voltage, r2, i2),
                         (half_voltage, r1, i1_half),
                         (half_voltage, r2, i2_half)]:
    simulated = circuit_current(cap, cond, r_small, rate, v)
    assert abs(simulated - reading) < u_reading
i_down = -cap * r1 + cond * voltage
i_down_sim = circuit_current(cap, cond, r_small, -r1, voltage, 1.5)
assert abs(i_down_sim - i_down) < u_reading
i_equal_sim = circuit_current(cap, cond, r_small, equal_rate, voltage)
assert abs(i_equal_sim - 2 * i_ohm) < u_reading

# Nonlinear charge distinguishes dQ/dV from Q/V; nonlinear conduction
# distinguishes a chord conductance at one voltage from an ohmic law.
cubic_charge, cubic_conduction = 20e-12, 2e-9
q_nonlinear = lambda v: cap * v - cubic_charge * v**3
i_nonlinear = lambda v: cond * v + cubic_conduction * v**3
chords = []
for v in (voltage, half_voltage):
    currents = [ramp_current(q_nonlinear, i_nonlinear, v, r) for r in (r1, r2)]
    c_found, i_found = separate(*currents, r1, r2)
    assert np.isclose(c_found, cap - 3 * cubic_charge * v**2, rtol=1e-6)
    assert abs(c_found - q_nonlinear(v) / v) > 1e-12
    assert np.isclose(i_found, i_nonlinear(v), rtol=1e-6)
    chords.append(i_found / v)
assert abs(chords[0] - chords[1]) > 1e-9

# Random reading errors, propagated by a matrix solve
u_cap = np.sqrt(2) * u_reading / abs(r1 - r2)
u_ohm = u_reading * np.hypot(r1, r2) / abs(r1 - r2)
rng = np.random.default_rng(12)
samples = np.array([[i1], [i2]]) + rng.normal(0, u_reading, (2, 200000))
design = np.array([[r1, 1.0], [r2, 1.0]])
solved = np.linalg.solve(design, samples)
assert np.isclose(np.std(solved[0]), u_cap, rtol=0.01)
assert np.isclose(np.std(solved[1]), u_ohm, rtol=0.01)
offset = 0.5e-9
shifted = np.linalg.solve(design, np.array([i1 + offset, i2 + offset]))
assert np.isclose(shifted[0], cap, rtol=1e-10)
assert np.isclose(shifted[1] - i_ohm, offset, rtol=1e-8)

# Series-resistance formula, including a case with a live transient
def series_formula(resistance, rate):
    a = 1 / (1 + cond * resistance)
    tau = a * resistance * cap
    return (a * cond * voltage + a**2 * cap * rate
            * (1 - np.exp(-voltage / (rate * tau))))


for resistance in (r_small, 1e6, 5e6):
    for rate in (r1, r2):
        numerical = circuit_current(cap, cond, resistance, rate, voltage)
        assert np.isclose(numerical, series_formula(resistance, rate), rtol=2e-6)
r_large = 1e6
a_large = 1 / (1 + cond * r_large)
tau_large = a_large * r_large * cap
series_currents = [circuit_current(cap, cond, r_large, r, voltage)
                   for r in (r1, r2)]
cap_series, i_series = separate(*series_currents, r1, r2)
cond_series = i_series / voltage
assert np.isclose(cap_series, a_large**2 * cap, rtol=3e-4)
assert np.isclose(cond_series, a_large * cond, rtol=3e-4)
a_small = 1 / (1 + cond * r_small)
tau_small = a_small * r_small * cap

# A slow dielectric charge obeys dq/dt = (C2*V-q)/tau2.
c_relax, tau_relax = 50e-12, 5e-3
relax_currents = []
for rate in (r1, r2, r3):
    # q is scaled by C2 so that the integrated variable is in volts.
    sol = solve_ivp(lambda t, q: (rate * t - q) / tau_relax,
                    (0, voltage / rate), [0.0], rtol=1e-10, atol=1e-12)
    assert sol.success
    extra = c_relax * (voltage - sol.y[0, -1]) / tau_relax
    formula = c_relax * rate * (1 - np.exp(-voltage / (rate * tau_relax)))
    assert np.isclose(extra, formula, rtol=1e-7)
    relax_currents.append(cap * rate + cond * voltage + extra)
cap_relax, i_relax = separate(*relax_currents[:2], r1, r2)
line_at_r3 = cap_relax * r3 + i_relax
third_rate_gap = relax_currents[2] - line_at_r3
assert third_rate_gap > 5 * u_reading
assert i_relax - i_ohm > 5 * u_ohm

# Instantaneous switching stays linear in rate but corrupts capacitance.
polarization, v_switch, width = 0.15, 1.0, 0.25
q_switch = lambda v: (cap * v + area * polarization
                      * np.tanh((v - v_switch) / width))
switch_currents = [ramp_current(q_switch, lambda v: cond * v, voltage, r)
                   for r in (r1, r2, r3)]
cap_switch, i_switch = separate(*switch_currents[:2], r1, r2)
assert np.isclose(cap_switch, cap + area * polarization / width, rtol=1e-6)
assert np.isclose(i_switch, i_ohm, rtol=1e-5)
assert np.isclose(switch_currents[2], cap_switch * r3 + i_switch, rtol=1e-6)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Ramp rate 1", r1, "V/s")
show("Ramp rate 2", r2, "V/s")
show("Main voltage", voltage, "V")
show("Current 1 at main voltage", i1 * 1e9, "nA")
show("Current 2 at main voltage", i2 * 1e9, "nA")
show("Second voltage", half_voltage, "V")
show("Current 1 at second voltage", i1_half * 1e9, "nA")
show("Current 2 at second voltage", i2_half * 1e9, "nA")
show("Current difference at main voltage", (i2 - i1) * 1e9, "nA")
show("Rate difference", r2 - r1, "V/s")
show("Capacitance", cap * 1e12, "pF")
show("Displacement current at rate 1", cap * r1 * 1e9, "nA")
show("Displacement current at rate 2", cap * r2 * 1e9, "nA")
show("Ohmic current at main voltage", i_ohm * 1e9, "nA")
show("Conductance", cond * 1e9, "nS")
show("Resistance 1/G", 1e-6 / cond, "Mohm")
show("Capacitance at second voltage", cap_half * 1e12, "pF")
show("Ohmic current at second voltage", i_ohm_half * 1e9, "nA")
show("Conductance at second voltage", cond_half * 1e9, "nS")
show("Falling-ramp current at main voltage, rate -r1", i_down * 1e9, "nA")
show("Rate for equal current parts at main voltage", equal_rate, "V/s")
show("Film area", area, "m^2")
show("Film thickness", thickness * 1e9, "nm")
show("Relative permittivity", permittivity, "")
show("Conductivity", conductivity, "S/m")
show("Reading uncertainty", u_reading * 1e9, "nA")
show("Capacitance uncertainty", u_cap * 1e12, "pF", 3)
show("Ohmic-current uncertainty", u_ohm * 1e9, "nA", 3)
show("Conductance uncertainty at main voltage", u_ohm / voltage * 1e9, "nS", 3)
show("Small series resistance", r_small / 1e3, "kohm")
show("G times small series resistance", cond * r_small, "")
show("Time constant, small series resistance", tau_small * 1e6, "us")
show("Ramp time to main voltage at rate 2", voltage / r2 * 1e3, "ms")
show("Large series resistance", r_large / 1e6, "Mohm")
show("Time constant, large series resistance", tau_large * 1e6, "us")
show("Apparent capacitance, large series resistance", cap_series * 1e12, "pF")
show("Apparent conductance, large series resistance", cond_series * 1e9, "nS")
show("Relaxation strength C2", c_relax * 1e12, "pF")
show("Relaxation time", tau_relax * 1e3, "ms")
show("Relaxation case, current at rate 1", relax_currents[0] * 1e9, "nA")
show("Relaxation case, current at rate 2", relax_currents[1] * 1e9, "nA")
show("Apparent capacitance with relaxation", cap_relax * 1e12, "pF")
show("Apparent conductance with relaxation", i_relax / voltage * 1e9, "nS")
show("Third ramp rate", r3, "V/s")
show("Relaxation case, current at third rate", relax_currents[2] * 1e9, "nA")
show("Two-rate line at third rate", line_at_r3 * 1e9, "nA")
show("Third-rate discrepancy", third_rate_gap * 1e9, "nA", 3)
show("Switching polarization amplitude", polarization * 100, "uC/cm^2")
show("Switching center voltage", v_switch, "V")
show("Switching voltage width", width, "V")
show("Apparent capacitance with switching", cap_switch * 1e12, "pF")
show("Apparent conductance with switching", i_switch / voltage * 1e9, "nS")
print("all tests passed")
```

Output:

```
Ramp rate 1: 100 V/s
Ramp rate 2: 400 V/s
Main voltage: 1 V
Current 1 at main voltage: 45 nA
Current 2 at main voltage: 120 nA
Second voltage: 0.5 V
Current 1 at second voltage: 35 nA
Current 2 at second voltage: 110 nA
Current difference at main voltage: 75 nA
Rate difference: 300 V/s
Capacitance: 250 pF
Displacement current at rate 1: 25 nA
Displacement current at rate 2: 100 nA
Ohmic current at main voltage: 20 nA
Conductance: 20 nS
Resistance 1/G: 50 Mohm
Capacitance at second voltage: 250 pF
Ohmic current at second voltage: 10 nA
Conductance at second voltage: 20 nS
Falling-ramp current at main voltage, rate -r1: -5 nA
Rate for equal current parts at main voltage: 80 V/s
Film area: 1e-08 m^2
Film thickness: 10 nm
Relative permittivity: 28.24
Conductivity: 2e-08 S/m
Reading uncertainty: 0.1 nA
Capacitance uncertainty: 0.471 pF
Ohmic-current uncertainty: 0.137 nA
Conductance uncertainty at main voltage: 0.137 nS
Small series resistance: 10 kohm
G times small series resistance: 0.0002
Time constant, small series resistance: 2.5 us
Ramp time to main voltage at rate 2: 2.5 ms
Large series resistance: 1 Mohm
Time constant, large series resistance: 245.1 us
Apparent capacitance, large series resistance: 240.3 pF
Apparent conductance, large series resistance: 19.61 nS
Relaxation strength C2: 50 pF
Relaxation time: 5 ms
Relaxation case, current at rate 1: 49.32 nA
Relaxation case, current at rate 2: 127.9 nA
Apparent capacitance with relaxation: 261.8 pF
Apparent conductance with relaxation: 23.14 nS
Third ramp rate: 200 V/s
Relaxation case, current at third rate: 76.32 nA
Two-rate line at third rate: 75.51 nA
Third-rate discrepancy: 0.816 nA
Switching polarization amplitude: 15 uC/cm^2
Switching center voltage: 1 V
Switching voltage width: 0.25 V
Apparent capacitance with switching: 6250 pF
Apparent conductance with switching: 20 nS
all tests passed
```
